Why germanium-on-silicon dark current often grows linearly with threading-dislocation density

**1. Definitions and conventions**

A germanium p-i-n diode grown on silicon is crossed by threading dislocations, which run from the substrate side to the surface. Let x be the depth measured from the p contact towards the n contact. Then:

- D is the number of dislocations per unit area of a plane parallel to the surface.
- λ is the number of active generation centres per unit depth on one dislocation. A tilted line is longer per unit depth, and λ includes that factor.
- n and p are the electron and hole densities, and n_i is the intrinsic density.
- J is the magnitude of the reverse current density, and q is the positive elementary charge.
- κ is a carrier diffusivity. This symbol keeps it apart from D.

The claim concerns the mean current density at fixed reverse bias and temperature:

J(D) = J0 + K D

J0 is the current without dislocations, and K is the mean current of one dislocation. The law holds if K does not depend on D. This requires that dislocations do not influence one another, that λ has the same mean at every D, and that the centres leave the average field nearly unchanged.

The numbers below belong to a model diode with round parameters, not to a fitted germanium device. It has T = 300 K, n_i = 2×10¹³ cm⁻³, relative permittivity 16, an intrinsic layer W_i = 1 µm, and two contacts of thickness w_c = 0.2 µm and doping N = 10¹⁸ cm⁻³. The centres have λ = 10⁷ cm⁻¹ and a capture coefficient c = 10⁻⁷ cm³/s for both carriers. Field-enhanced emission, tunnelling, surface leakage and impact ionization are left out, and the diffusivities are constant.

**2. The contribution of one centre**

A centre is either empty or filled with one electron. Let f be the probability that it is filled. An empty centre is filled by electron capture, at rate c_n n, or by hole emission, at rate e_p. Hole emission means that a valence electron rises into the centre and leaves a hole behind. A filled centre is emptied by electron emission, at rate e_n, or by hole capture, at rate c_p p. In the steady state filling balances emptying:

(c_n n + e_p)(1 − f) = (e_n + c_p p) f

With S = e_n + e_p + c_n n + c_p p this gives

f = (c_n n + e_p)/S,  1 − f = (e_n + c_p p)/S

The net rate at which the centre delivers electrons to the conduction band is emission minus capture:

g = e_n f − c_n n (1 − f)
 = [e_n c_n n + e_n e_p − c_n n e_n − c_n n c_p p]/S
 = (e_n e_p − c_n n c_p p)/S

The steady-state balance makes the net rate of hole delivery the same, so g counts electron-hole pairs. In a depleted region the capture terms vanish, and

g0 = e_n e_p/(e_n + e_p),  or  1/g0 = 1/e_n + 1/e_p

The two emissions must alternate, so their mean waiting times add. If one is much slower than the other, it sets the rate.

The emission rates follow from equilibrium, where each capture process balances its inverse. Take a midgap level, defined here as one that is half filled when n = p = n_i. With c_n = c_p = c, balance of the electron processes gives e_n/2 = c n_i/2, hence e_n = c n_i. The hole processes give e_p = c n_i in the same way. We assume that bias does not change these rates. Then

g = c (n_i² − np)/(n + p + 2n_i)

Under strong reverse bias np is far below n_i², and

g = g0 · 2n_i/(n + p + 2n_i),  g0 = c n_i/2

For the model diode c n_i = 10⁻⁷ × 2×10¹³ = 2×10⁶ s⁻¹, so g0 = 10⁶ s⁻¹. One fully depleted centre carries q g0 ≈ 0.16 pA.

**3. The contribution of one dislocation**

A depth interval dx contains λ dx centres on one line. If they act independently, their pair rates add. Each pair separated by the field carries one charge q around the circuit: the electron and the hole each cover part of the distance between the contacts. The current of one dislocation is therefore

I_1 = q ∫ λ g dx = q λ g0 W_g

W_g = ∫ 2n_i/(n + p + 2n_i) dx

W_g is an effective generation width. It is smaller than the intrinsic layer because holes spill in from the p contact and electrons from the n contact. Where either density is large, a centre is held in one charge state and seldom completes the emission cycle.

The edges of W_g can be located. Near the p side n is negligible. If the hole density falls exponentially there, with decay length ℓ, write p = 2n_i exp[−(x − x_p)/ℓ]. The integrand becomes 1/(1 + e^(−u)) with u = (x − x_p)/ℓ. Its integral from u = −A to u = B is

ln(1 + e^B) − ln(1 + e^(−A)) → B for large A and B

This is what a sharp step at u = 0 would give. The effective edge thus lies where p = 2n_i, and by the same argument the other edge lies where n = 2n_i.

At 1 V reverse bias the integral gives W_g = 0.726 µm, and the distance between the two edge points is 0.727 µm. About 726 centres per dislocation therefore contribute, and

I_1 ≈ 726 × 0.16 pA ≈ 116 pA

At 3 V the width is 0.874 µm and I_1 is 140 pA. Both have grown by a factor of 1.20. In a field of magnitude F the carrier tails decay over ℓ = kT/(qF), so a stronger field shortens them and exposes more of each line. In this model the current of a dislocation follows its generating length, not the full layer thickness.

These values of W_g use the field of the dislocation-free diode. A full solution of Poisson's equation and carrier transport, with recombination included and the centre charge spread evenly over the diode area, gives the same current per dislocation to the printed digits at both biases, for D = 10⁷ cm⁻². This agreement does not cover the local field around a charged line, which can change W_g.

**4. Adding the dislocations**

Let a diode of area A contain M dislocations, with currents I_1, I_2, …, I_M. Its total current is J0 A plus their sum. The mean of M is DA. If the mean current of a line, written ⟨I⟩, is independent of how many other lines are present, the mean total is

J A = J0 A + D A ⟨I⟩

Division by A gives the linear law, with K = ⟨I⟩. For statistically identical lines with independent centres,

K = q λ g0 W_g

Doubling D doubles the number of generation centres while leaving the rate of each and the generation width unchanged. Nothing in this step requires the centres of one line to be independent of each other. That assumption entered earlier, when I_1 was written as a sum of single-centre rates.

**5. Independence within a line and between lines**

Neighbouring centres on one dislocation may well interact. With λ = 10⁷ cm⁻¹ their mean spacing is 1 nm, where the Coulomb energy of two elementary charges at relative permittivity 16 is about 90 meV, more than three times kT. In the worked example λ is therefore best read as an effective density of independent centres.

To see what interaction does, let the emission rates on a line depend on which of its other centres are filled. The occupation probabilities P_a of line a then obey a linear rate equation whose steady state satisfies R_a P_a = 0, where R_a is the matrix of transition rates. For a second line, R_b P_b = 0. If neither line affects the other, the joint rate operator is R_a + R_b, and the product P_a P_b is its steady state:

(R_a + R_b) P_a P_b = (R_a P_a) P_b + P_a (R_b P_b) = 0

Each line keeps the statistics it has alone, so two lines give twice the current of one, however strong the coupling inside each.

A small model shows both effects. It has three centres per line with equal emission rates. Each filled neighbour raises a centre's energy by kT, which speeds up electron emission and slows down hole emission by a factor e each. Three uncoupled centres give 1.500 pairs per emission time. Coupling along the line lowers this to 1.268, a reduction of 15% relative to the uncoupled value. Two such lines still give 2.000 times the current of one. If facing centres on the two lines also repel each other by kT, the factor falls to 1.802. The coupling of kT is only illustrative: the repulsion estimated above for a spacing of 1 nm is stronger and, if it acts on the emission rates in the same way, would lower the rate of a single line further.

Interaction within a line changes the slope K, and interaction between lines spoils the linearity. At D = 10⁷ cm⁻² the typical distance between lines is 1/√D ≈ 3.2 µm, about three thousand times the spacing of centres along a line. Distance alone would not be enough, because a line can carry hundreds of charges that act together. But the contacts are only 1 µm apart and screen the field of a line at such distances. Independence between lines is therefore the easier condition to meet.

**6. Weighing the intercept**

The current J0 collects everything that does not scale with D. In a real diode this includes generation at point defects. In the model it is diffusion from the two contacts. In the p contact the equilibrium electron density is n_i²/N. The outer metal holds it at this value, while the junction field removes electrons at the inner edge. With negligible recombination in the thin layer the profile is a straight line, and the electron flux is κ_n n_i²/(N w_c). Holes in the n contact add a similar term:

J0 = q (n_i²/N)(κ_n + κ_p)/w_c

With both diffusivities equal to 50 cm²/s this gives 0.320 mA/cm². The full solution gives 0.323 mA/cm², a difference of about 1%.

The dislocation part at D = 10⁷ cm⁻² is 116.4 pA × 10⁷ cm⁻² = 1.164 mA/cm². The total is

J = 0.323 + 1.164 = 1.487 mA/cm²

which agrees with the full solution. The two parts are equal at

D* = J0/K = 0.323×10⁻³/116.4×10⁻¹² ≈ 2.8×10⁶ cm⁻²

Below D* the intercept is the larger part, and even removing every dislocation would lower the current by less than half. Above it the dislocations dominate.

The intercept also affects how data look on logarithmic axes. The local exponent of the total current is

d ln J/d ln D = K D/(J0 + K D)

It rises from 0 to 1 and equals 1/2 at D*. Between 10⁶ and 10⁷ cm⁻² the total current of the model rises from 0.439 to 1.487 mA/cm², an average exponent of 0.53. This resembles a square-root law, although the dislocation part is linear throughout that range. A plot of J against D on linear axes separates K from J0, provided that the compared diodes share the same J0 and the same mean λ. If growth or annealing changes either of them along with D, the plot mixes those changes into the slope.

**7. Weighing the charge of the centres**

In the depleted region f = e_p/(e_n + e_p) = 1/2. If the centres are acceptors, negative when filled and neutral when empty, they carry an average charge density −qλD/2. Here the charge is spread evenly over the diode area. The local field around each charged line is left out. As long as that field is the same around every line, it changes K but does not by itself spoil the linearity. It also affects the charge, however. Acceptors about 1 nm apart repel one another's electrons. If this speeds up electron emission and slows down hole emission, as in the small model of section 5, fewer than half of them are filled. Each line then carries less charge, and the limit derived below moves to a higher D. The value of D_c found here therefore belongs to the model of independent, half-filled centres and is not a prediction for real dislocations.

The electric field points from n to p. Its magnitude F grows towards the n side according to

ε dF/dx = qλD/2

where ε is the permittivity. Full depletion starts to fail when F reaches zero at the p edge of the intrinsic layer. At that point F = qλD x/(2ε), with x now measured from that edge. The integral of F over the layer must equal the total junction voltage V_tot:

V_tot = ∫₀^W_i F dx = qλD W_i²/(4ε)

D_c = 4ε V_tot/(q λ W_i²)

This estimate neglects the carrier tails. At 1 V reverse bias the built-in voltage, (2kT/q) ln(N/n_i) ≈ 0.559 V, adds to the bias. Then V_tot = 1.559 V and D_c ≈ 5.5×10⁸ cm⁻². Above D_c the same integral, taken over a shrinking depleted width W, gives W = √[4εV_tot/(qλD)]. The number of depleted centres per area is then λDW, which grows as √D.

At the same bias, the full solution can be compared with the linear formula through the ratio (J − J0)/(KD):

- D = 10⁸ cm⁻²: ratio 1.000
- D = 10⁹ cm⁻²: ratio 0.770
- D = 5×10⁹ cm⁻²: ratio 0.388

Between the last two densities the dislocation part grows by a factor of 2.52 while D grows by 5. The average exponent is ln 2.52/ln 5 ≈ 0.57, close to the estimated 1/2 but not equal to it. D_c marks a gradual crossover, not a sharp limit: with the centre charge included, the generation width is already about 1% smaller at 2×10⁸ cm⁻² and about 10% smaller at D_c. The estimate W also exceeds the generation width, by about 30% at 10⁹ cm⁻², because it neglects the tails. At 5×10⁹ cm⁻² the peak field is about 9×10⁴ V/cm, near the range where the tunnelling and impact ionization left out of the model matter in germanium. When the charge of the centres is removed from Poisson's equation and all else is kept, the ratio at 5×10⁹ cm⁻² returns to 0.997. In this model the charge therefore causes the sublinear growth. Recapture and the other changes retained in that control lower the dislocation current by only about 0.3% of its linear value KD. This figure assumes a constant mobility. In real germanium the drift velocity saturates at such fields, near 6×10⁶ cm/s against about 3×10⁷ cm/s in the model, so the carriers would be about five times denser and the loss would be closer to 1.5%.

The absence of a visible deviation at 10⁸ cm⁻² has a partial explanation in symmetry. A uniform negative charge weakens the field on the p side and strengthens it on the n side. One carrier tail lengthens while the other shortens. Reflecting this symmetric diode and exchanging electrons with holes turns the negative charge into an equal positive one without changing W_g. The width is thus an even function of a uniform charge, and its first correction is quadratic. At 10⁸ cm⁻² this quadratic term alone would lower W_g by about 0.6%. The occupation in the tails differs from 1/2: it is lower on the p side and higher on the n side. This part of the charge is not covered by the argument, and it widens W_g nearly in proportion to D, by about 0.6% at 10⁸ cm⁻². The ratio 1.000 at that density is therefore a near cancellation of two small corrections, not a sign that both vanish.

**8. Weighing generation in neutral material**

Dislocations also generate carriers outside the depletion region. Consider a neutral p-type base of thickness w and hole density p_b, much larger than n_i. With n0 = n_i²/p_b, the single-centre rate reduces to

g = c (n_i² − n p_b)/p_b = c (n0 − n)

There are λD centres per volume, so the electron lifetime τ obeys 1/τ = cλD. Let y be the distance from the depletion edge and u = n0 − n the missing electron density. Steady diffusion requires

κ_n d²u/dy² = u/τ

The junction removes electrons at y = 0, so u(0) = n0. A reflecting back surface requires du/dy = 0 at y = w. With L = √(κ_n τ) the solution is

u = n0 cosh[(w − y)/L]/cosh(w/L)

and the collected current density is

J_b = −q κ_n (du/dy) at y = 0 = q n0 (κ_n/L) tanh(w/L)

Two limits follow. For w ≪ L, tanh(w/L) ≈ w/L, and κ_n/L² = 1/τ gives

J_b ≈ q n0 w c λ D

This is again linear, because every carrier generated in the base is collected. For w ≫ L the hyperbolic tangent tends to 1, and

J_b ≈ q n0 √(κ_n c λ D)

Only carriers generated within about L of the junction are collected, and L shrinks as 1/√D. The number of useful centres, proportional to DL, therefore grows as √D.

At D = 10⁷ cm⁻² the diffusion length is 22.4 µm. When D is doubled from that value, the exponent is 0.999 for a base of 1 µm and 0.500 for one of 200 µm. A thin film with a reflecting back surface thus keeps the linear law even for its neutral part. Each centre is also weaker there: it delivers at most c n0, against c n_i/2 in the depleted region. The ratio is 2n_i/p_b, which is small in a doped base.

**9. Scatter between small diodes**

The linear law describes a mean. If dislocations are placed at random and independently, the number in a diode of area A follows a Poisson distribution, whose variance equals its mean DA. For identical lines the relative scatter of the dislocation current is

√(DA)/(DA) = 1/√(DA)

A diode of 100 µm² at D = 10⁷ cm⁻² contains 10 dislocations on average, and the scatter is 32% of the mean dislocation current. That mean is 10 × 116 pA ≈ 1.16 nA. The intercept adds about 0.32 nA without this scatter, so the standard deviation is about 25% of the mean total current. A few small diodes can therefore hide a linear trend that larger areas or many devices would show. Clustering of the dislocations would change the scatter, but not the mean current, as long as the clustered lines still act independently.

The numerical output below lists the parameters and computed values.

Computed values

```
temperature: 300 K; kT/q: 25.85 mV
intrinsic density ni: 2.0e+13 cm^-3; rel. permittivity: 16
contact doping: 1.0e+18 cm^-3; thickness: 0.2 um
intrinsic layer: 1.0 um; diffusivity: 50 cm^2/s
centres per depth: 1.0e+07 cm^-1; capture coeff.: 1.0e-07 cm^3/s
emission rate of each kind: 2.00e+06 s^-1
pair rate of one depleted centre g0: 1.00e+06 s^-1
event test, simulated / formula rate: 0.9993
reverse bias 1 V: generation width 0.726 um
  width between n=2ni and p=2ni: 0.727 um
  current per dislocation, formula: 116.4 pA
  current per dislocation, full solution: 116.4 pA
reverse bias 3 V: generation width 0.874 um
  width between n=2ni and p=2ni: 0.874 um
  current per dislocation, formula: 140.1 pA
  current per dislocation, full solution: 140.1 pA
generating centres per dislocation at 1 V: 726
intercept J0 at 1 V, full solution: 0.323 mA/cm^2
intercept J0, contact formula: 0.320 mA/cm^2
At 1 V: D, total J, dislocation part / linear formula
  1e+06 cm^-2  0.439 mA/cm^2  1.000
  1e+07 cm^-2  1.487 mA/cm^2  1.000
  1e+08 cm^-2  11.957 mA/cm^2  1.000
  1e+09 cm^-2  89.983 mA/cm^2  0.770
  5e+09 cm^-2  226.301 mA/cm^2  0.388
same ratio at 5e+09 cm^-2, no charge: 0.997
apparent exponent of total J, 1e6 to 1e7 cm^-2: 0.530
total junction voltage: 1.559 V
charge-limit estimate D_c: 5.52e+08 cm^-2
three free centres, pair rate / emission rate: 1.500
three coupled centres on one line, same unit: 1.268
two lines / one line, coupling within lines: 2.000
two lines / one line, also between lines: 1.802
neutral-base diffusion length at 1e7 cm^-2: 22.4 um
exponent in D, neutral base 1 um: 0.999
exponent in D, neutral base 200 um: 0.500
diode area: 100 um^2; mean count at 1e7: 10
relative scatter, simulated: 0.316
relative scatter, Poisson formula: 0.316
```
